# All-electron contractions with a core potential: nodes, inner shape and energy cost

**Question**

I am setting up Hartree-Fock reference calculations for O and O$_2$ with a helium-core effective core potential (ECP), to be followed by a many-body treatment. I took the ordinary contracted cc-pVDZ basis, made for the all-electron atom. My argument is that the core potential leaves the valence electrons nearly as they were, so valence contractions should still fit.

A colleague objects that the 2s contraction has a radial node, while the pseudo-orbital has none. But the basis also contains the 1s contraction, and a mixture of the two can surely remove the node. Is there still a problem? How large is it, and would it help to delete the 1s contraction, since there are no 1s electrons left?

**Answer**

You are right that the mixture can remove the node. It does so almost completely in the oxygen atom, and the energy is nevertheless about 119 mE$_\mathrm h$ too high (1 mE$_\mathrm h$ is $10^{-3}$ hartree). Deleting the 1s contraction makes matters worse. This penalty comes from the contraction coefficients: with the same primitives, releasing or redoing the contractions removes all or almost all of it.

**What is being measured**

A contracted function is a fixed combination of primitive Gaussians $g_j$,

$$\chi_k=\sum_j g_j C_{jk}.$$

Every orbital built from the $\chi_k$ can therefore also be built from the $g_j$. With the Hamiltonian and the electronic state held fixed, define

$$\Delta=E_{\rm contracted}-E_{\rm uncontracted}.$$

The uncontracted minimization runs over a set of determinants that includes all the contracted ones, so $\Delta\ge 0$ for the global Hartree-Fock minima.

This penalty measures the contraction alone. It does not contain the errors of the core potential, of the finite primitive set or of Hartree-Fock theory. Nor can total energies with and without the ECP be compared, since they count different electrons. Each penalty below is a difference within one Hamiltonian.

The calculations use unrestricted Hartree-Fock for the triplet states, with orbital occupations fixed by symmetry, and the ccECP potential, which replaces two electrons per oxygen. The O$_2$ bond length is set to 1.21 Å.

**Where the node comes from, and what mixing can do**

In the all-electron atom the 2s orbital is orthogonal to 1s:

$$\int_0^\infty R_{1s}(r)R_{2s}(r)\,r^2\,dr=0 .$$

If $R_{1s}$ is positive throughout, $R_{2s}$ must change sign, or the integral could not vanish. The 2s contraction of the basis is not itself orthogonal to the 1s contraction, but it keeps the sign change; its node lies at 0.334 bohr. This is the eight-primitive form of the contraction, which leaves out the most diffuse s primitive. The full all-electron Hartree-Fock 2s orbital in this basis has its node near 0.276 bohr and a ratio $R(0)/R(1)$ near −10.

With the helium core removed, 2s becomes the lowest s orbital, and no core orbital forces a sign change. For a local radial potential the lowest state is nodeless: replacing the radial function by its absolute value leaves the energy unchanged but creates a kink at any node, and smoothing the kink lowers the energy. Hartree-Fock exchange is nonlocal, so this argument is only a guide here. The computed pseudo 2s orbital does have no node.

Now take the mixture

$$R(r)=R_{2s}(r)+c\,R_{1s}(r),$$

with the outer lobe of $R_{2s}$ positive. Outside the node both terms are positive for $c>0$. Inside it, $R$ is positive if $c$ exceeds the largest value of $-R_{2s}/R_{1s}$ there. A sufficiently large $c$ thus removes the node.

But $c$ is one number, and the free s primitive of the basis adds only one more, while the pseudo-orbital needs a whole inner shape. The ratio of the orbital at the nucleus to its value at 1 bohr shows the mismatch. The two spins have slightly different 2s orbitals, so each pseudo 2s row refers to the most occupied natural orbital of the spin-summed s density:

| s orbital | Node (bohr) | $R(0)/R(1)$ |
|---|---:|---:|
| All-electron 2s contraction | 0.334 | −19.9 |
| Pseudo 2s, uncontracted | none | 0.424 |
| Pseudo 2s, contracted | none | 0.064 |
| Pseudo 2s, 1s contraction deleted | 0.086 | −1.10 |

In the contracted set this spin-averaged orbital has no node, but it is far too small at the nucleus. The separate spin orbitals have ratios 0.130 (majority spin, nodeless) and −0.002 (minority spin), so the minority-spin orbital still changes sign, within 0.005 bohr of the nucleus. Without the 1s contraction, the remaining free s primitive moves the node inward but does not remove it.

**How much of the pseudo-orbital is missing?**

Let $\phi$ be the normalized pseudo 2s orbital from the uncontracted calculation. Approximate it by $\sum_k a_k\chi_k$, using real functions, and define

$$G_{kl}=\langle\chi_k|\chi_l\rangle,\qquad b_k=\langle\chi_k|\phi\rangle .$$

The squared error is

$$\left\|\phi-\sum_k a_k\chi_k\right\|^2=1-2a^Tb+a^TGa .$$

Setting the derivative with respect to $a$ to zero gives $-2b+2Ga=0$, so $a=G^{-1}b$. Insertion gives the smallest possible error,

$$w=1-2b^TG^{-1}b+b^TG^{-1}b=1-b^TG^{-1}b .$$

For the original s functions $w=0.0019$; with the 1s contraction deleted, $w=0.0257$. The first number looks harmless: 99.8% of the orbital's norm is captured. To see why it is not, the energy has to be expanded.

**From a small missing norm to a large energy**

Start from the converged contracted solution, viewed inside the primitive space. For each spin, let $i,j$ label occupied orbitals and $a,b$ empty ones, all orthonormal; from here on $b$ is an orbital label. Change the occupied orbitals to

$$\phi_i'=\phi_i+\sum_a t_{ai}\phi_a .$$

These are not orthonormal; their overlap matrix is $1+t^Tt$. The density matrix is the projector onto their span,

$$P'=\begin{pmatrix}1\\ t\end{pmatrix}(1+t^Tt)^{-1}\begin{pmatrix}1&t^T\end{pmatrix}.$$

Since $(1+t^Tt)^{-1}=1-t^Tt+\dots$, the change of the density matrix through second order is

$$\delta P_{ij}=-(t^Tt)_{ij},\qquad \delta P_{ai}=\delta P_{ia}=t_{ai},\qquad \delta P_{ab}=(tt^T)_{ab}.$$

The Hartree-Fock energy is quadratic in the density matrices. Its first derivative is the Fock matrix $F$, so

$$\delta E=\sum_{\rm spin}\mathrm{Tr}(F\,\delta P)+\text{a two-electron term quadratic in }\delta P .$$

I neglect the last term, which describes the response of the two-electron field. It is of second order in $t$, like a term that is kept, so the neglect is an approximation whose size has to be checked numerically. Choose orbitals that diagonalize the occupied and the empty blocks of $F$, with eigenvalues $\epsilon_i$ and $\epsilon_a$. The two off-diagonal blocks contribute equally, hence the factor 2 in

$$\delta E\approx\sum_{{\rm spin},i,a}\left[2F_{ai}t_{ai}+(\epsilon_a-\epsilon_i)t_{ai}^2\right].$$

For positive $\epsilon_a-\epsilon_i$ each term has its minimum where $2F_{ai}+2(\epsilon_a-\epsilon_i)t_{ai}=0$, that is, at

$$t_{ai}=-\frac{F_{ai}}{\epsilon_a-\epsilon_i}.$$

Inserting this gives $-2F_{ai}^2/(\epsilon_a-\epsilon_i)+F_{ai}^2/(\epsilon_a-\epsilon_i)$ for each term. Uncontracting lowers the energy by $\Delta=-\delta E$, so

$$\Delta\approx\sum_{{\rm spin},i,a}\frac{F_{ai}^2}{\epsilon_a-\epsilon_i}
=\sum_{{\rm spin},i,a}(\epsilon_a-\epsilon_i)t_{ai}^2 .$$

The contracted solution is already stationary against rotations within its own span. The coupling $F_{ai}$ thus comes from the directions that uncontracting releases. If the contraction suits the Hamiltonian, these couplings are small and the penalty is quadratic in them. Changing the Hamiltonian while keeping the coefficients can make them large, as it does here.

The formula gives 114.7 mE$_\mathrm h$ for O, against 118.6 from two separate converged calculations. For O$_2$ it gives 222.7 against 230.3. Both estimates are 3.3% below the directly computed penalty. In the atom, keeping the two-electron term raises the second-order value to 118.9, so the shortfall there comes from the neglected response.

The second form of the formula explains the misleading norm: each small weight $t_{ai}^2$ is multiplied by an excitation energy. Contracting only the s functions costs 112.7 mE$_\mathrm h$ in the atom. Replace each of the two 2s orbitals by its best approximation in the contracted s span, with missing norm about 0.00185 (0.00189 and 0.00181 for the two spins). In the same one-electron approximation the energy rises by about $2w$ times the excitation energy of the missing component. This trial determinant lies in the contracted space, so the rise cannot be less than 112.7 mE$_\mathrm h$. That excitation energy is therefore at least about

$$\frac{0.1127}{2\times0.00185}\approx 30\ \text{hartree}.$$

This is a rough lower bound, not a value; direct evaluation gives 55 and 57 hartree for the two spins. Either way the missing component lies high in energy. A good overlap is not evidence of a good energy.

**The penalties**

All values are in mE$_\mathrm h$, relative to the uncontracted set with the same Hamiltonian:

| Calculation | O | O$_2$ |
|---|---:|---:|
| All-electron, contracted | 0.27 | 2.73 |
| ECP, contracted | 118.6 | 230.3 |
| ECP, 1s contraction deleted | 364.0 | 670.0 |
| ECP, recontracted | 1.24 | 4.50 |

The same contractions that cost 0.27 mE$_\mathrm h$ in the all-electron atom cost 118.6 with the core potential. For the molecule the ECP penalty of 230.3 mE$_\mathrm h$ equals 6.27 eV.

This also answers your question about the 1s contraction. It no longer describes core electrons, but it gives the valence orbital short-range freedom. Deleting it multiplies the penalty by 3.07 in O and by 2.91 in O$_2$.

**Is the node the whole explanation?**

No. Oxygen has no core p orbital, so orthogonality forces no node on 2p. This makes the p contraction a useful comparison. Contracting one angular momentum at a time in the atom gives, in mE$_\mathrm h$:

| Contracted functions | All-electron | ECP |
|---|---:|---:|
| s only | 0.09 | 112.7 |
| p only | 0.18 | 5.8 |

The s contractions cause most of the damage, as your colleague's argument suggests. Yet the p penalty also grows, by $5.834-0.176=5.66$ mE$_\mathrm h$. A contraction can be unsuitable without having an unwanted node, because the potential near the nucleus has changed.

**Repairing the coefficients**

The direct remedy is to uncontract. This raises the number of functions per oxygen atom from 14 to 26.

A smaller remedy is to derive new contractions from the pseudo-atom. Let $S$ be the overlap matrix of the s primitives, and $D$ the s block of the total density matrix from the uncontracted atom. The occupation of a trial function $f=\sum_j c_jg_j$ is

$$n=\frac{c^TSDSc}{c^TSc}.$$

Making $n$ stationary gives the generalized eigenvalue problem

$$SDS\,c=n\,S\,c .$$

The eigenvector with the largest $n$ supplies the new s contraction. For p, the density blocks of the three components are added first, so that all three share one radial function. The free s, p and d primitives of the original basis are kept.

This set has 13 functions per atom, one fewer than the original, because a single s contraction replaces two. Its penalty in O is 1.24 mE$_\mathrm h$ instead of 118.6. The trouble therefore lies in the coefficients, not in the number of functions. In O$_2$, where the atomic contractions were not readjusted, the penalty is 4.50 mE$_\mathrm h$.

A larger all-electron set is a poor substitute. Contracted cc-pVTZ still has an ECP penalty of 45.9 mE$_\mathrm h$ in the atom, against 0.06 in the all-electron case. Its ECP energy is

$$-15.6913+0.0459=-15.6454\ \text{hartree},$$

which is higher than the $-15.6724$ hartree of the small recontracted set.

**Does the error cancel in energy differences?**

Mostly in this example, but not well enough to ignore. At the fixed bond length, the Hartree-Fock dissociation energy is

$$D_e=2E({\rm O})-E({\rm O_2}).$$

Subtracting the uncontracted value from the contracted one gives

$$\delta D_e=2\Delta({\rm O})-\Delta({\rm O_2})
=2(118.623)-230.324=6.9\ \text{mE}_\mathrm h .$$

Thus $D_e$ is 51.3 instead of 44.3 mE$_\mathrm h$, larger by 16% of the uncontracted value. The reference 44.3 is not a converged Hartree-Fock value: the uncontracted cc-pVTZ primitives give 50.8 with the same ECP. The contracted result lies near that number only because two errors of opposite sign happen to offset. Deleting the 1s contraction raises it to 102.3, more than twice the uncontracted value.

The contracted energies lie above the uncontracted ones, yet the binding comes out stronger than in the uncontracted set. There is no contradiction: the variational principle bounds each total energy, not their difference. Here the contraction raises the energy of two separate atoms more than that of the molecule. Functions on the neighbouring atom may partly repair the inner region in O$_2$, but I have not tested that explanation.

With the recontracted set the error is $2(1.239)-4.501=-2.0$ mE$_\mathrm h$. The all-electron contraction in its own Hamiltonian gives $2(0.270)-2.725=-2.2$ mE$_\mathrm h$. Recontraction has brought the error back to the size found when a contraction is used with the Hamiltonian it was made for.

**What to do before the many-body step**

Prefer a basis constructed for your particular core potential, and put it to the same test. The double-zeta set made for ccECP gives $-15.6917$ hartree for the atom. Against its own primitives its penalties are 3.0 mE$_\mathrm h$ in O and 17.6 in O$_2$, an error of $-11.6$ mE$_\mathrm h$ in $D_e$. If you must start from an all-electron basis, uncontract it, or recontract it in the pseudo-atom and check the result against the uncontracted set, in the molecule as well as in the atom.

Make that check at the Hartree-Fock level first. Uncontracting also adds empty orbitals, so a difference between correlated energies mixes the repair of the reference orbitals with a larger space for correlation. A small Hartree-Fock penalty does not show that the basis is adequate for correlation; that needs its own convergence study.

The sizes found here belong to oxygen, this potential and these basis sets. If an ECP keeps an inner shell of the same angular momentum in the valence space, the outer pseudo-orbital must be orthogonal to that shell and can have a node of its own. The test remains the same: hold the Hamiltonian and the primitives fixed, release the contractions, and see how far the energy falls. The numerical check below does this for the all-electron and recontracted sets quoted here.

## Computed results

```
ccECP core electrons per O: 2
O2 bond length: 1.21 angstrom
O ECP contracted: 14 functions, E = -15.554994 Eh
O ECP core function dropped: 13 functions, E = -15.309610 Eh
O ECP recontracted: 13 functions, E = -15.672378 Eh
O ECP uncontracted: 26 functions, E = -15.673617 Eh
O AE contracted: E = -74.792166 Eh
O AE uncontracted: E = -74.792436 Eh
O2 ECP contracted: 28 functions, E = -31.161242 Eh
O2 ECP core function dropped: 26 functions, E = -30.721545 Eh
O2 ECP recontracted: 26 functions, E = -31.387064 Eh
O2 ECP uncontracted: 52 functions, E = -31.391565 Eh
O2 AE contracted: E = -149.627307 Eh
O2 AE uncontracted: E = -149.630032 Eh
O ECP penalty, contracted: 118.623 mEh
O ECP penalty, core function dropped: 364.007 mEh
O ECP penalty, recontracted: 1.239 mEh
O AE penalty, contracted: 0.270 mEh
O second-order ECP penalty: 114.731 mEh
O penalty ratio, core dropped / core kept: 3.07
O2 ECP penalty, contracted: 230.324 mEh
O2 ECP penalty, core function dropped: 670.021 mEh
O2 ECP penalty, recontracted: 4.501 mEh
O2 AE penalty, contracted: 2.725 mEh
O2 second-order ECP penalty: 222.680 mEh
O2 penalty ratio, core dropped / core kept: 2.91
O AE penalty, only s contracted: 0.094 mEh
O AE penalty, only p contracted: 0.176 mEh
O ECP penalty, only s contracted: 112.726 mEh
O ECP penalty, only p contracted: 5.834 mEh
AE 2s contraction: node at 0.334 bohr; R(0)/R(1 bohr) = -19.945
uncontracted pseudo 2s: no node; R(0)/R(1 bohr) = 0.424
pseudo 2s in contracted set: no node; R(0)/R(1 bohr) = 0.064
pseudo 2s with core function dropped: node at 0.086 bohr; R(0)/R(1 bohr) = -1.100
Pseudo 2s missing norm, original s span: 0.001854
Pseudo 2s missing norm, core dropped: 0.025685
O AE cc-pVTZ penalty: 0.062 mEh
O ECP cc-pVTZ penalty: 45.946 mEh
O ECP uncontracted cc-pVTZ energy: -15.691316 Eh
O2 ECP dissociation energy, contracted: 51.254 mEh
O2 ECP dissociation energy, core function dropped: 102.325 mEh
O2 ECP dissociation energy, recontracted: 42.309 mEh
O2 ECP dissociation energy, uncontracted: 44.332 mEh
O2 ECP contracted penalty, converted: 6.2674 eV
```
